# Internal oxidation depth: the square-root law and its conditions: a program that tests the result

```python
"""Internal oxidation of a dilute alloy A-B by dissolved oxygen.

Result under test: depth^2 = 2 N_Os D_O t / (nu N_B0), valid when
D_B/D_O << N_Os/(nu N_B0) << 1; in general depth = 2 gamma sqrt(D_O t).
N_Os: oxygen mole fraction at the surface; N_B0: initial solute fraction;
nu: oxygen atoms per solute atom in the oxide BO_nu;
D_O, D_B: diffusivities of oxygen and solute; t: time;
supply = N_Os/(nu N_B0); speed = D_O/D_B; u = gamma sqrt(speed);
enrichment = solute bound as oxide in the zone, divided by N_B0.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx
from scipy.constants import hour, micro

ROOT_PI = np.sqrt(np.pi)


def enrichment(u):
    return 1.0 / (ROOT_PI * u * erfcx(u))


def oxygen_function(gamma):
    return ROOT_PI * gamma * np.exp(gamma**2) * erf(gamma)


def solve_gamma(supply, speed):
    def mismatch(g):
        return oxygen_function(g) * enrichment(g * np.sqrt(speed)) - supply
    return brentq(mismatch, 1e-10, 5.0, xtol=1e-16, rtol=1e-13)


# --- The similarity profiles solve the diffusion equation ---------------
x, t, D = sp.symbols("x t D", positive=True)
for profile in (sp.erf, sp.erfc):
    n = profile(x / (2 * sp.sqrt(D * t)))
    assert sp.simplify(sp.diff(n, t) - D * sp.diff(n, x, 2)) == 0


# --- Direct reaction-diffusion calculation on a fixed grid --------------
# s = (N_O - nu N_B)/(nu N_B0); fast reaction leaves only one free species.
# Lengths are in grid cells and D_O = 1.
def simulate(supply, speed, depth_cells, box_cells):
    step_size = 0.4
    s = -np.ones(box_cells + 1)
    s[0] = supply
    slow = 1.0 / speed
    front, steps, record = 1, 0, []
    while front <= depth_cells:
        phi = np.maximum(s, slow * s)
        s[1:-1] += step_size * (phi[2:] - 2 * phi[1:-1] + phi[:-2])
        steps += 1
        if s[front] > 0:
            # the surface node owns half a cell, oxidized at the start
            consumed = 0.5 + np.sum(1 + np.minimum(s[1:], 0))
            record.append((step_size * steps, front + 0.5, consumed))
            front += 1
    return s, np.array(record)


grid_rows = []
for supply, speed, cells in ((0.1, 1000.0, 80), (0.2, 10.0, 80),
                             (0.02, 50.0, 60)):
    gamma = solve_gamma(supply, speed)
    u = gamma * np.sqrt(speed)
    # the predicted u only sets a box long enough to act as infinite
    box = int(cells + 4 * cells / u + 30)
    s, record = simulate(supply, speed, cells, box)
    times, depths, consumed = record.T
    late = depths > cells / 4
    exponent = np.polyfit(np.log(times[late]), np.log(depths[late]), 1)[0]
    gamma_grid = depths[-1] / (2 * np.sqrt(times[-1]))
    half = depths > cells / 2
    local_oxide = np.polyfit(depths[half], consumed[half], 1)[0]
    middle = cells // 2
    oxygen_grid = s[middle] / supply
    oxygen_formula = 1 - erf(middle / (2 * np.sqrt(times[-1]))) / erf(gamma)
    # a fixed grid locates the front only to about one cell
    assert abs(exponent - 0.5) < 0.02, exponent
    assert abs(gamma_grid / gamma - 1) < 1.5 / cells, (gamma_grid, gamma)
    assert abs(local_oxide / enrichment(u) - 1) < 0.03, local_oxide
    assert abs(oxygen_grid - oxygen_formula) < 0.02, oxygen_grid
    grid_rows.append((supply, speed, exponent, gamma_grid, gamma,
                      np.sqrt(supply / 2), local_oxide, enrichment(u)))

# --- Integrated inventories check both front balances -------------------
# lengths in units of sqrt(D_O t), amounts in units of N_B0
for supply, speed in ((0.1, 1000.0), (0.2, 10.0), (0.02, 50.0)):
    gamma = solve_gamma(supply, speed)
    u = gamma * np.sqrt(speed)
    depth, bound = 2 * gamma, enrichment(u)
    dissolved = quad(lambda y: supply * (1 - erf(y / 2) / erf(gamma)),
                     0, depth)[0]
    # surface flux goes as 1/sqrt(t), so uptake = 2 t times the flux
    uptake = 2 * supply / (ROOT_PI * erf(gamma))
    assert abs(uptake - dissolved - bound * depth) < 1e-8
    missing = quad(lambda z: erfc(z) / erfc(u), u, u + 8)[0]
    missing *= 2 / np.sqrt(speed)
    assert abs(missing - (bound - 1) * depth) < 1e-8

# --- Upper bound, first corrections, and the opposite limit -------------
for supply in np.logspace(-5, 0, 11):
    for speed in np.logspace(0, 7, 15):
        assert solve_gamma(supply, speed)**2 < supply / 2
for supply in (0.003, 0.01, 0.03):
    for product in (50.0, 200.0, 1000.0):
        ratio = 2 * solve_gamma(supply, product / supply)**2 / supply
        first = supply / 3 + 1 / product
        assert abs(ratio - (1 - first)) < 3 * first**2
speed, supply = 1e4, 1e-7
limit_gamma = ROOT_PI * np.sqrt(speed) * supply / 2
assert abs(solve_gamma(supply, speed) / limit_gamma - 1) < 3e-3

# --- Worked example with round model parameters -------------------------
D_O, D_B = 1e-11, 1e-16
N_Os, N_B0, nu = 1e-4, 0.01, 1.5
supply, speed = N_Os / (nu * N_B0), D_O / D_B
gamma = solve_gamma(supply, speed)
u = gamma * np.sqrt(speed)
rate = 2 * N_Os * D_O / (nu * N_B0)
t_end = 100 * hour
depth_end = 2 * gamma * np.sqrt(D_O * t_end)
velocity = depth_end / (2 * t_end)
layer = D_B / velocity


def solute_ahead(distance):
    z = (depth_end + distance) / (2 * np.sqrt(D_B * t_end))
    return 1 - erfcx(z) / erfcx(u) * np.exp(u**2 - z**2)


for multiple in (0.5, 1.0, 2.0):
    assert abs(solute_ahead(multiple * layer)
               - (1 - np.exp(-multiple))) < 0.01

print("GRID CALCULATION AGAINST SIMILARITY SOLUTION (dimensionless)")
for row in grid_rows:
    print(f"supply r = {row[0]:.2f}, D_O/D_B = {row[1]:.0f}:")
    print(f"  time exponent of depth, grid: {row[2]:.3f}")
    print(f"  gamma: grid {row[3]:.4f}, full equation {row[4]:.4f}, "
          f"simple law {row[5]:.4f}")
    print(f"  enrichment: grid {row[6]:.3f}, formula {row[7]:.3f}")
print("WORKED EXAMPLE, model parameters")
print(f"D_O = {D_O:.1e} m^2/s, D_B = {D_B:.1e} m^2/s")
print(f"N_Os = {N_Os:.1e}, N_B0 = {N_B0:.3f}, nu = {nu:.1f}")
print(f"permeability N_Os D_O = {N_Os * D_O:.3e} m^2/s")
print(f"solute counterpart nu N_B0 D_B = {nu * N_B0 * D_B:.3e} m^2/s")
print(f"supply r = {supply:.4e}, D_O/D_B = {speed:.1e}")
print(f"product r D_O/D_B = {supply * speed:.1f}")
print(f"simple rate constant depth^2/t = {rate:.4e} m^2/s")
print(f"gamma: simple {np.sqrt(supply / 2):.6f}, full {gamma:.6f}")
print(f"u = {u:.3f}, enrichment = {enrichment(u):.5f}")
print(f"storage correction r/3 = {supply / 3:.5f}")
print(f"solute correction 1/(r D_O/D_B) = {1 / (supply * speed):.5f}")
print(f"full/simple depth^2 ratio = {2 * gamma**2 / supply:.5f}")
for hours in (1, 4, 25, 100):
    simple = np.sqrt(rate * hours * hour) / micro
    full = 2 * gamma * np.sqrt(D_O * hours * hour) / micro
    print(f"depth at {hours} h: simple {simple:.2f}, full {full:.2f} micrometre")
print(f"front speed at 100 h = {velocity:.3e} m/s")
print(f"depletion layer D_B/v at 100 h = {layer / micro:.3f} micrometre")
gamma_double = solve_gamma(supply / 2, speed)
depth_double = 2 * gamma_double * np.sqrt(D_O * t_end)
print(f"depth at 100 h, N_B0 doubled, full: {depth_double / micro:.2f} micrometre")

N_low = 1e-7
supply_low = N_low / (nu * N_B0)
gamma_low = solve_gamma(supply_low, speed)
u_low = gamma_low * np.sqrt(speed)
simple_low = np.sqrt(2 * supply_low * D_O * t_end)
full_low = 2 * gamma_low * np.sqrt(D_O * t_end)
print(f"LOW SURFACE OXYGEN, N_Os = {N_low:.1e}, same diffusivities")
print(f"crossover N_Os = nu N_B0 D_B/D_O = {nu * N_B0 / speed:.2e}")
print(f"product r D_O/D_B = {supply_low * speed:.4f}, u = {u_low:.4f}")
print(f"enrichment = {enrichment(u_low):.3f}")
print(f"solute bound as oxide f = {enrichment(u_low) * N_B0:.4f} mole fraction")
print(f"depth at 100 h: simple {simple_low / micro:.3f}, "
      f"full {full_low / micro:.3f} micrometre")
print(f"simple/full depth ratio = {simple_low / full_low:.3f}")
print("OK")
```

Running it gives:

```
GRID CALCULATION AGAINST SIMILARITY SOLUTION (dimensionless)
supply r = 0.10, D_O/D_B = 1000:
  time exponent of depth, grid: 0.499
  gamma: grid 0.2196, full equation 0.2189, simple law 0.2236
  enrichment: grid 1.008, formula 1.010
supply r = 0.20, D_O/D_B = 10:
  time exponent of depth, grid: 0.494
  gamma: grid 0.2603, full equation 0.2588, simple law 0.3162
  enrichment: grid 1.428, formula 1.428
supply r = 0.02, D_O/D_B = 50:
  time exponent of depth, grid: 0.493
  gamma: grid 0.0756, full equation 0.0750, simple law 0.1000
  enrichment: grid 1.771, formula 1.772
WORKED EXAMPLE, model parameters
D_O = 1.0e-11 m^2/s, D_B = 1.0e-16 m^2/s
N_Os = 1.0e-04, N_B0 = 0.010, nu = 1.5
permeability N_Os D_O = 1.000e-15 m^2/s
solute counterpart nu N_B0 D_B = 1.500e-18 m^2/s
supply r = 6.6667e-03, D_O/D_B = 1.0e+05
product r D_O/D_B = 666.7
simple rate constant depth^2/t = 1.3333e-13 m^2/s
gamma: simple 0.057735, full 0.057628
u = 18.224, enrichment = 1.00150
storage correction r/3 = 0.00222
solute correction 1/(r D_O/D_B) = 0.00150
full/simple depth^2 ratio = 0.99629
depth at 1 h: simple 21.91, full 21.87 micrometre
depth at 4 h: simple 43.82, full 43.74 micrometre
depth at 25 h: simple 109.54, full 109.34 micrometre
depth at 100 h: simple 219.09, full 218.68 micrometre
front speed at 100 h = 3.037e-10 m/s
depletion layer D_B/v at 100 h = 0.329 micrometre
depth at 100 h, N_B0 doubled, full: 154.60 micrometre
LOW SURFACE OXYGEN, N_Os = 1.0e-07, same diffusivities
crossover N_Os = nu N_B0 D_B/D_O = 1.50e-07
product r D_O/D_B = 0.6667, u = 0.3973
enrichment = 2.112
solute bound as oxide f = 0.0211 mole fraction
depth at 100 h: simple 6.928, full 4.767 micrometre
simple/full depth ratio = 1.453
OK
```
